# Why Hartree-Fock gives carbon monoxide the wrong dipole sign

**Q.** My Hartree-Fock calculation on CO puts the negative end on oxygen. Experiment puts it on carbon, with a dipole of roughly 0.1 D. How can a reasonable wavefunction get the direction wrong?

**A.** Because a very small displacement of the electrons is enough to change its sign. Put carbon at \(z=0\) and oxygen at \(z=R\), so that a positive dipole means C⁻O⁺. In atomic units the restricted Hartree-Fock (HF) dipole is

\[
\mu_0=8R-2\sum_i\langle i|z|i\rangle ,
\]

with \(i\) running over the doubly occupied orbitals. Assign two of each atom's electrons, and two units of its nuclear charge, to the π system, and the rest to σ. The π group then has four electrons and the σ group ten. Both are neutral, so their moments do not depend on the origin:

\[
\mu_\pi=2R-2\sum_{i\in\pi}\langle i|z|i\rangle,\qquad
\mu_\sigma=6R-2\sum_{i\in\sigma}\langle i|z|i\rangle .
\]

For \(R=1.13\) Å in the aug-cc-pVDZ basis,

\[
\mu_0=5.403-5.671=-0.268\ \text{D}.
\]

Measured against these nuclear charges, the π electrons lean towards oxygen and the σ electrons towards carbon. With the σ moment fixed, reducing the π moment by \(0.268/5.671\), about 5%, would bring the dipole to zero. The sizes of the two moments, and the 5%, depend on the assignment: giving the π group one unit from carbon and three from oxygen is equally neutral and yields \(\mu_\sigma=-0.025\) D and \(\mu_\pi=-0.243\) D. What does not depend on it is the displacement needed: the four π electrons are centred at \(z=0.76R\), and moving that centre about \(0.012R\) towards carbon cancels the dipole.

**Q.** Then surely the first correction to the wavefunction supplies those 5%?

**A.** It contributes nothing at first order. Write \(H=F+V\), where \(F\) is the sum of one-electron Fock operators and \(V\) is the remainder. Take real canonical orbitals with energies \(e_p\); \(i,j,k\) are occupied and \(a,b,c\) virtual. For now these are spin orbitals, and \(\langle pq||rs\rangle=\langle pq|rs\rangle-\langle pq|sr\rangle\).

The determinant \(\Phi_i^a\) differs from the HF determinant \(|0\rangle\) in one orbital, so the rule for such matrix elements gives

\[
\langle\Phi_i^a|H|0\rangle=h_{ai}+\sum_j\langle aj||ij\rangle=f_{ai}=0 .
\]

The sum is the Fock matrix element, which vanishes for converged orbitals. This is Brillouin's theorem. Triples and higher excitations do not couple to \(|0\rangle\) either, since \(H\) moves at most two electrons. The first-order wavefunction \(|1\rangle\) therefore contains only doubles, with amplitudes

\[
t_{ij}^{ab}=\frac{\langle ab||ij\rangle}{e_i+e_j-e_a-e_b}.
\]

The dipole operator moves one electron and cannot connect a double to \(|0\rangle\). Hence \(\mu^{(1)}=2\langle0|\mu|1\rangle=0\).

**Q.** So where does the first non-zero correction come from?

**A.** Scale \(V\) by \(\lambda\) and write \(\psi=|0\rangle+\lambda|1\rangle+\lambda^2|2\rangle+\dots\), with the corrections orthogonal to \(|0\rangle\). Then

\[
\frac{\langle\psi|\mu|\psi\rangle}{\langle\psi|\psi\rangle}
=\frac{\mu_0+\lambda^2\left(\langle1|\mu|1\rangle+2\langle0|\mu|2\rangle\right)+\dots}{1+\lambda^2\langle1|1\rangle+\dots},
\]

and expanding the denominator gives

\[
\mu^{(2)}=\underbrace{\langle1|\mu|1\rangle-\langle1|1\rangle\mu_0}_{\text{doubles}}
+\underbrace{2\langle0|\mu|2\rangle}_{\text{singles}} .
\]

The last term selects the singles in \(|2\rangle\), again because \(\mu\) moves one electron.

**Q.** What does the doubles term look like in terms of moved charge?

**A.** It is a change \(P\) in the density matrix. Two doubles that differ in one particle, \(a\) against \(b\), are connected by \(+\mu_{ab}\). Two that differ in one hole are connected by \(-\mu_{ij}\), because

\[
a_i^\dagger a_j\,a_a^\dagger a_i=-a_a^\dagger a_i^\dagger a_i a_j\to-a_a^\dagger a_j ,
\]

where \(i\) is occupied when \(a_i^\dagger a_i\) acts. A double paired with itself follows the same rule with equal indices: once \(\mu_0\) is subtracted, each particle leaves \(+\mu_{aa}\) and each hole \(-\mu_{ii}\). Summing over distinct doubles gives, per spin orbital,

\[
P_{ij}=-\tfrac12\sum_{kab}t_{ik}^{ab}t_{jk}^{ab},\qquad
P_{ab}=\tfrac12\sum_{ijc}t_{ij}^{ac}t_{ij}^{bc}.
\]

Now pass to spatial orbitals, with

\[
t_{ijab}=\frac{(ia|jb)}{e_i+e_j-e_a-e_b},\qquad \tau_{ijab}=2t_{ijab}-t_{ijba}.
\]

The amplitude is \(t_{ijab}\) for opposite spins and \(t_{ijab}-t_{ijba}\) for equal spins. In \(P_{ij}\), opposite spins give \(-\sum t_{ikab}t_{jkab}\), the two spin assignments of \(a,b\) cancelling the half. Equal spins give \(-\sum t_{ikab}(t_{jkab}-t_{jkba})\). Their sum is \(-\sum t_{ikab}\tau_{jkab}\). The virtual block follows in the same way, and the two spins of the density double both:

\[
P_{ij}=-2\sum_{kab}t_{ikab}\tau_{jkab},\qquad
P_{ab}=2\sum_{ijc}t_{ijac}\tau_{ijbc}.
\]

The electronic dipole operator is \(-z\), so the doubles shift is \(-\sum_{pq}P_{pq}z_{pq}\).

**Q.** And the singles? You just said that they do not couple to the HF determinant.

**A.** They couple to the doubles. Project the second-order equation \((F-E_0)|2\rangle=-(V-E_1)|1\rangle+E_2|0\rangle\) on \(\Phi_i^a\). The \(E_1\) and \(E_2\) terms drop out by orthogonality, so the coefficient is

\[
c_{ia}=\frac{w_{ia}}{e_i-e_a},\qquad w_{ia}=\langle\Phi_i^a|V|1\rangle=\langle\Phi_i^a|H|1\rangle .
\]

The last equality holds because \(F\) is diagonal in these determinants. Three kinds of doubles contribute, again in spin orbitals:

- \(\Phi_{ij}^{bc}\) with \(b,c\ne a\): orbitals \(b,c\) must become \(a,j\), giving \(\langle aj||bc\rangle\).
- \(\Phi_{jk}^{ab}\) with \(j,k\ne i\): one interchange aligns \(a\) in the two determinants, then \(i,b\) become \(j,k\), giving \(-\langle jk||ib\rangle\).
- \(\Phi_{ij}^{ab}\): only \(b\) must become \(j\). The element is \(f_{jb}-\langle ij||ib\rangle+\langle aj||ab\rangle\), because orbital \(i\) is missing from the mean field and \(a\) is added. Here \(f_{jb}=0\), and the other two terms are those excluded from the first two cases.

Together,

\[
w_{ia}=\tfrac12\sum_{jbc}\langle aj||bc\rangle t_{ij}^{bc}-\tfrac12\sum_{jkb}\langle jk||ib\rangle t_{jk}^{ab}.
\]

The exchange half of each integral equals the direct half, since the amplitude is antisymmetric too. This removes the factors \(\tfrac12\). Adding equal and opposite spins then produces \(\tau\):

\[
w_{ia}=\sum_{jbc}(ab|jc)\tau_{ijbc}-\sum_{jkb}(ij|kb)\tau_{jkab}.
\]

The singles shift is \(-4\sum_{ia}c_{ia}z_{ia}\): one factor 2 comes from \(2\langle0|\mu|2\rangle\), the other from spin.

**Q.** That gives me formulas, but no direction. Why should charge go back to carbon?

**A.** Take one bond alone: two electrons on two sites O and C, with repulsion \(U\) when both are on the same site. The orbitals are

\[
\phi_1=c\,\chi_O+s\,\chi_C,\qquad \phi_2=s\,\chi_O-c\,\chi_C,\qquad c>s>0 .
\]

Let \(p=c^2-s^2\) and \(q=2cs\), so \(p^2+q^2=1\), and let \(g=e_2-e_1\). The polarity \(X=n_O-n_C\) has elements \(X_{11}=p\), \(X_{22}=-p\), \(X_{12}=q\), and its HF value is \(2p\). The integrals are

\[
(12|12)=2Uc^2s^2=\tfrac12Uq^2,
\]
\[
(22|12)=U(s^3c-c^3s)=-\tfrac12Upq,\qquad (11|12)=+\tfrac12Upq .
\]

With one orbital of each kind \(\tau=t\), so

\[
t=-\frac{Uq^2}{4g},\qquad
w=[(22|12)-(11|12)]\,t=\frac{U^2pq^3}{4g},\qquad
c_{12}=-\frac{w}{g}=-\frac{U^2pq^3}{4g^2}.
\]

The two changes of polarity are

\[
\Delta X_D=2t^2(X_{22}-X_{11})=-4pt^2=-\frac{pU^2q^4}{4g^2},
\]
\[
\Delta X_S=4c_{12}X_{12}=-\frac{pU^2q^4}{g^2}.
\]

Both move charge from O to C, and the singles do four times as much as the doubles.

The picture is this. In \(\phi_1^2\) the configurations with both electrons on O or both on C have weights \(c^4\) and \(s^4\). Adding \(t\phi_2^2\) with \(t<0\) changes each by \(2tc^2s^2\) at first order. Both ionic weights fall by the same amount, so the repulsion is reduced and the polarity is unchanged, as Brillouin's theorem requires. The polarity responds at the next order.

Take site energies \(\mp1\) and \(U=2\), in units of the hopping. Then \(p=0.469\), \(g=2.264\) and \(q^4=(1-0.469^2)^2=0.608\), so

\[
\Delta X_S=-\frac{0.469\times4\times0.608}{2.264^2}=-0.223,\qquad \Delta X_D=-0.056 .
\]

The polarity falls from 0.938 to 0.660 electrons, while exact diagonalization gives 0.775. The direction is right and the size is overestimated. For a symmetric bond, \(p=0\), both shifts vanish. They also vanish for a fully ionic one, \(q\to0\), where the on-site part of \(\phi_1\phi_2\), with coefficient \(cs\), on which \(U\) acts, disappears. When \(|t|=Uq^2/4g\) is not small, the expansion should not be trusted. A small \(|t|\) is not enough either: for site energies \(\mp10\) and \(U=15\), \(|t|=0.064\), yet the second-order shift is 3.4 times the exact one.

**Q.** Does real CO behave like this model?

**A.** The π electrons do, in the sign of both shifts and in the larger size of the singles. With the orbitals held fixed, these are the second-order shifts:

| Shift in D | π | other |
|---|---:|---:|
| doubles | +0.176 | −0.038 |
| singles | +0.604 | −0.028 |

"Other" means σ, with δ virtuals included. The π column collects the effect of all double excitations on the π density. The model's own kind, a pair excited within one π plane, supplies less than a third of it: +0.048 D of the doubles and +0.177 D of the singles, both planes together. The π singles exceed the π doubles, as in the model. The factor is 3.4 here, but it depends on the origin chosen for \(z\), as shown below, so it should not be compared closely with the model's 4. The dipole becomes

\[
-0.268+0.138+0.575=+0.445\ \text{D}.
\]

The doubles alone leave it at \(-0.130\) D, still C⁺O⁻. They halve its distance from zero, and the singles carry it across.

The density change from doubles shows the transfer. Occupied π orbitals lose 0.115 electrons, centred at \(z/R=0.76\), near oxygen. Virtual π orbitals gain 0.129 electrons, centred at 0.43, nearer carbon. The π group gains 0.014 electrons overall, so its doubles shift depends on the origin: measuring \(z\) from oxygen would transfer about 0.08 D from "other" to π. The π singles would then exceed the π doubles by a factor of only about 2.4. The total would not change.

**Q.** My program prints an "MP2 dipole". Is that the 0.445 D?

**A.** Probably not. An "unrelaxed" MP2 density commonly means HF plus \(P\) alone, with no singles; that gives the \(-0.130\) D above, still with the HF sign. The field derivative of the MP2 energy differs from 0.445 D as well, because the HF orbitals then respond to the field self-consistently. Add \(\eta z\) to the Hamiltonian; the electronic dipole is \(-dE/d\eta\). The second-order energy is the stationary value, with respect to \(t\), of

\[
2\langle1|V|0\rangle+\langle1|F-E_0|1\rangle
=2\sum_{ijab}\tau_{ijab}(ia|jb)+\sum_{pq}P_{pq}f_{pq}.
\]

The second term uses the same density \(P\), since \(F\) is a one-electron operator. Stationarity means that the change of \(t\) can be ignored. Rotations within the occupied or within the virtual space can be ignored too, because re-optimized amplitudes absorb them. What remains is

\[
d\phi_i=\sum_aU_{ai}\phi_a\,d\eta,\qquad d\phi_a=-\sum_iU_{ai}\phi_i\,d\eta .
\]

In the blocks where \(P\) is non-zero, the Fock matrix changes by \(z_{pq}+G_{pq}\) per unit field. The first term is the field itself and the second comes from the changed density. The rotation of \(\phi_p\) and \(\phi_q\) adds only terms containing \(f_{ai}=0\). Here

\[
G_{pq}=\sum_{jb}U_{bj}\left[4(pq|jb)-(pj|qb)-(pb|qj)\right].
\]

Keeping \(f_{ai}=0\) requires \(z_{ai}+G_{ai}+(e_a-e_i)U_{ai}=0\), or

\[
(e_i-e_a)U_{ai}-G_{ai}=z_{ai},\qquad\text{written } MU=z .
\]

In the integral term either electron's orbital pair may change, which gives a factor 2:

\[
4\sum_{ijab}\tau_{ijab}\Big[\sum_cU_{ci}(ca|jb)-\sum_kU_{ak}(ik|jb)\Big]=4\sum_{ia}U_{ai}w_{ia}.
\]

The bracket contains the two sums of \(w\). Collecting everything,

\[
\frac{dE_2}{d\eta}=\sum_{pq}P_{pq}z_{pq}+\sum_{ia}U_{ai}L_{ia},
\]
\[
L_{ia}=4w_{ia}+\sum_{pq}P_{pq}\left[4(pq|ia)-2(pi|qa)\right].
\]

If the mean-field response is dropped, \(U_{ai}=z_{ai}/(e_i-e_a)\) and \(L=4w\), which recovers the fixed-orbital singles. Since \(M\) is symmetric, the last term also equals \(\sum_{ia}Y_{ia}z_{ia}\) with \(MY=L\). The matrix \(Y\) is a singles-type density that can be divided by symmetry.

That division gives \(+0.580\) D from π and \(-0.158\) D from the rest. The second part is again opposite in sign to the π part, and larger than with fixed orbitals. The division is not unique: dividing the equal sum \(\sum_{ia}U_{ai}L_{ia}\) by symmetry gives \(+0.493\) and \(-0.071\) D, with the same signs and the same total. The MP2 dipole is

\[
-0.268+0.138+0.422=+0.292\ \text{D}.
\]

The numerical check obtains the same value by differentiating MP2 energies in a finite field.

**Q.** Can I then say that π to π* excitation causes the reversal?

**A.** At the MP2 level, yes, if π* means all virtual orbitals of π symmetry. The double excitations can be sorted by how many π electrons they remove and how many π* places they fill. The operator \(z\) is axially symmetric, so different types do not interfere in this dipole, and their shifts add:

| Type of double excitation | Shift in D |
|---|---:|
| π π → π* π* | +0.441 |
| π other → π* other | +0.221 |
| all remaining types | −0.102 |

These shifts include the singles that each type drives. The first type alone would bring the dipole to \(-0.268+0.441=+0.173\) D. Without the first two types it would be \(-0.370\) D, worse than HF. In the second type, electrons are indistinguishable, so one cannot say which electron went to which orbital.

The division is a property of this expansion and its orbitals. It is an explanation within perturbation theory, and no experiment measures the parts separately.

**Q.** How far should I trust the second-order number?

**A.** Trust the sign here more than the size. The digits above belong to one basis and one bond length. In aug-cc-pVTZ the HF, fixed-orbital second-order and MP2 dipoles become \(-0.276\), \(+0.404\) and \(+0.276\) D, and the three entries of the last table move by about 0.01 D each. Shortening the bond to 1.128 Å in aug-cc-pVDZ moves HF to \(-0.258\) D and MP2 to \(+0.297\) D. The next order is not small: in aug-cc-pVDZ at 1.13 Å the MP3 energy derivative gives 0.07 D, taking back about 40% of the MP2 shift. In aug-cc-pVDZ at 1.13 Å, the energy derivatives give 0.09 D with CCSD and 0.14 D with CCSD(T). Both keep C⁻O⁺, but MP2 is about twice the CCSD(T) value. A total this small is sensitive to small errors in the position of either group of electrons. The expansion also needs orbital gaps that are large compared with the couplings, so I would not carry the argument over to a strongly stretched bond, where the orbital gaps are smaller and a single closed-shell determinant is a poor starting point.

## Numbers as computed

```
STO-3G determinant test
largest HF-single coupling: 1.4e-11 hartree
largest HF-double coupling: 0.1152 hartree
first-order dipole: 4.7e-10 D
doubles part, determinants: 0.2270 D
doubles part, formula: 0.2270 D
singles part, determinants: 0.9118 D
singles part, formula: 0.9118 D
Two-site bond (energies in units of the hopping)
site energies -/+: 1.0
repulsion U: 2.0
HF p: 0.4690
orbital gap g: 2.2645
HF polarity 2p: 0.9380 electrons
doubles change: -0.0557 electrons
singles change: -0.2226 electrons
second-order change, diagonalization: -0.2783 electrons
exact polarity: 0.7754 electrons
CO, aug-cc-pVDZ; positive dipole = C-O+
bond length: 1.13 angstrom
HF sigma moment: 5.4030 D
HF pi moment: -5.6710 D
HF dipole: -0.2681 D
doubles shift, pi: 0.1759 D
doubles shift, other: -0.0379 D
doubles shift, total: 0.1380 D
HF + doubles only: -0.1301 D
singles shift fixed orbitals, pi: 0.6035 D
singles shift fixed orbitals, other: -0.0281 D
strict second-order dipole: 0.4454 D
singles shift with response, pi: 0.5799 D
singles shift with response, other: -0.1576 D
singles shift with response, total: 0.4223 D
MP2 dipole, formula: 0.2922 D
MP2 dipole, finite field: 0.2922 D
CCSD dipole: 0.0912 D
CCSD(T) dipole: 0.1362 D
Electrons moved by doubles; centroid as z/R (C = 0, O = 1)
occupied pi: -0.1153 electrons, centroid 0.761
occupied other: -0.0815 electrons, centroid 0.400
virtual pi: +0.1292 electrons, centroid 0.429
virtual other: +0.0676 electrons, centroid 0.586
MP2 dipole shift by type of double excitation
pi pi -> pi* pi*: 0.4407 D
pi other -> pi* other: 0.2211 D
other other -> pi* pi*: -0.0520 D
pi pi -> other other: -0.0457 D
other other -> other other: -0.0038 D
MP2 dipole without first two types: -0.3696 D
```
